**Q:** I am comparing gate insulators for a short transistor. They differ in permittivity, but each is grown to the same equivalent oxide thickness. The gate then has the same capacitance in every case, so its hold on the channel against the drain must be the same too. I can rank them by leakage and forget the electrostatics.

**A:** Let us fix a geometry in which that can be decided. Take a semiconductor film $|y|<a$ of relative permittivity $\varepsilon_s$, with an insulator of thickness $t$ and relative permittivity $\varepsilon_i$ on each face, and an ideal gate outside each insulator. The channel runs along $x$, from source at $x=0$ to drain at $x=L$. The equivalent oxide thickness is $t_{\rm eq}=\varepsilon_{\rm ref}t/\varepsilon_i$, so holding it fixed holds
$$C=\frac{\varepsilon_i}{t}=\frac{\varepsilon_{\rm ref}}{t_{\rm eq}}$$
fixed. This is the capacitance per area of one gate in units of $\varepsilon_0$ per length. What does your argument use besides $C$?

**Q:** Nothing. If the half-film holds charge $\sigma$ per area, Gauss's law gives a displacement $\sigma$ in the insulator, and the voltage across it is $\sigma t/(\varepsilon_0\varepsilon_i)=\sigma/(\varepsilon_0C)$. The film cannot tell how that voltage is divided between thickness and permittivity.

**A:** That is correct for a long channel, where fields point along $y$. The film's Poisson equation has zero slope at $y=0$ by symmetry, and its condition at $y=a$ contains $C$ alone. Even if the charge depends on the potential, equal $C$ gives the same problem and the same solution.

The drain adds a field along $x$. Work below threshold, where mobile charge is negligible, and change the drain voltage slightly. Fixed charge does not respond, so the change in potential $\phi$ obeys $\nabla\cdot(\varepsilon\nabla\phi)=0$, with $\phi=0$ on the gates and on the source plane.

**Q:** And you want the distance over which $\phi$ dies away from the drain.

**A:** Yes. Try $\phi=X(x)Y(y)$. In each layer Laplace's equation gives $X''/X=-Y''/Y=k^2$. The constant is positive: multiplying $-(\varepsilon Y')'=k^2\varepsilon Y$ by $Y$ and integrating from the midplane, where $Y'=0$, to the gate, where $Y=0$, gives $\int\varepsilon Y'^2dy=k^2\int\varepsilon Y^2dy$. The grounded source selects $X\propto\sinh kx$. Far from the source this decays away from the drain as $e^{-k(L-x)}$, so the scale length is $\ell=1/k_1$, with $k_1$ the lowest allowed $k$.

A drain disturbance symmetric in $y$ excites even modes, so for $y\ge0$
$$Y=\cos ky\ \ (y<a),\qquad Y=B\sin k(a+t-y)\ \ (a<y<a+t).$$
Continuity of the potential and of the normal displacement $-\varepsilon Y'$ at $y=a$ requires
$$\cos ka=B\sin kt,\qquad \varepsilon_s\sin ka=\varepsilon_iB\cos kt .$$
Dividing the second by the first gives
$$\varepsilon_s\tan ka=\varepsilon_i\cot kt. \tag{1}$$

**Q:** There is a $t$ in the cotangent, but there is also an $\varepsilon_i$ in front. At fixed capacitance they might compensate.

**A:** Put $\varepsilon_i=Ct$ and multiply by $k$:
$$\varepsilon_s k\tan ka=C\,(kt)\cot(kt). \tag{2}$$
If $kt\ll1$, then $kt\cot kt\to1$ and your rule follows: $\varepsilon_sk\tan ka=C$, with no separate thickness. Otherwise the compensation is incomplete. The derivative
$$\frac{d}{dz}(z\cot z)=\cot z-\frac{z}{\sin^2z}=\frac{\sin2z-2z}{2\sin^2z}$$
is negative for $0<z<\pi$, because $\sin2z<2z$.

Now define $F(k,t)=\varepsilon_sk\tan ka-C\,kt\cot kt$. For $0<k<\min(\pi/2a,\pi/2t)$ it rises with $k$, from $-C$ at $k\to0$ to a positive value at the upper end. It therefore has one zero there, which is $k_1$. It also rises with $t$ at fixed $k$, so
$$\frac{dk_1}{dt}=-\frac{\partial F/\partial t}{\partial F/\partial k}<0 .$$
At fixed capacitance, a physically thicker insulator gives a longer scale length.

**Q:** How much longer? If the effect is slight, my rule survives in practice.

**A:** First take $ka$ and $kt$ small, and keep one correction on each side of (2), using $\tan z\simeq z+z^3/3$ and $z\cot z\simeq1-z^2/3$:
$$\varepsilon_sak^2\left(1+\frac{k^2a^2}{3}\right)\simeq C\left(1-\frac{k^2t^2}{3}\right).$$
Divide by $Ck^2$. In the correction on the left, the leading relation $\varepsilon_sak^2\simeq C$ may be used. Then
$$\ell^2\simeq\frac{\varepsilon_sa}{C}+\frac{a^2+t^2}{3}. \tag{3}$$
The physical thickness enters through $t^2/3$. Your rule is good while that is small compared with the rest.

In the opposite limit, of very high permittivity, $t=\varepsilon_i/C$ is large and $kt$ approaches $\pi/2$ from below. Then $\cot kt\simeq\pi/2-kt$ and $\tan ka\simeq ka$, so (1) becomes $\varepsilon_ska=\varepsilon_i(\pi/2-kt)$, or
$$\ell\simeq\frac{2}{\pi}\left(t+\frac{\varepsilon_sa}{\varepsilon_i}\right). \tag{4}$$
At fixed $C$ this grows linearly with $\varepsilon_i$. Since $k_1<\pi/2t$ at any permittivity, $\ell>2t/\pi$ without approximation within this model.

**Q:** Give me numbers for a thin film.

**A:** Take round parameters: $2a=5$ nm, $\varepsilon_s=12$, and $t_{\rm eq}=0.8$ nm referred to $\varepsilon_{\rm ref}=4$. Nanometres suit the device better than atomic units. Then $C=4/0.8=5\ \mathrm{nm^{-1}}$, which is 4.43 µF/cm² per gate, and $t=\varepsilon_i/5$ in nanometres. Solving (1) numerically for its lowest root gives:

| $\varepsilon_i$ | $t$ (nm) | $\ell$ (nm) |
|---:|---:|---:|
| 4 | 0.8 | 2.89 |
| 10 | 2.0 | 3.04 |
| 20 | 4.0 | 3.61 |
| 40 | 8.0 | 5.60 |
| 80 | 16.0 | 10.43 |

The capacitance-only equation gives 2.86 nm for every row. That is 1% below the first entry, but the last entry is 3.6 times the first. In atomic units these two are about 55 and 197 bohr.

The two limits account for the ends of the table. For $\varepsilon_i=4$, (3) gives $\ell^2\simeq12(2.5)/5+(2.5^2+0.8^2)/3=8.30\ \mathrm{nm^2}$, so $\ell\simeq2.88$ nm, close to the root even though $ka\approx0.87$ is not very small. For $\varepsilon_i=80$, (4) gives $\ell\simeq(2/\pi)(16+0.375)=10.42$ nm.

**Q:** I accept the algebra, but I do not see the physics. The insulator has the same capacitance. Why should the drain care how thick it is?

**A:** Because the insulator also carries displacement sideways. To separate the two roles, give it different permittivities $\varepsilon_x$ along the channel and $\varepsilon_y$ across it. Inside it, $\varepsilon_xX''Y+\varepsilon_yXY''=0$, so the transverse wavenumber becomes $q=k\sqrt{\varepsilon_x/\varepsilon_y}$. Matching as before gives
$$\varepsilon_sk\tan ka=\varepsilon_yq\cot qt=C\,(qt)\cot(qt),\qquad C=\frac{\varepsilon_y}{t}.$$
The argument is fixed by
$$(qt)^2=k^2\frac{\varepsilon_xt^2}{\varepsilon_y}=k^2\frac{P}{C},\qquad P=\varepsilon_xt .$$
The scale length thus depends on two properties of the insulator. $C$ measures how well it passes displacement to the gate. $P$ measures how much it carries along the channel: a uniform lateral field $E_x$ drives a displacement flux $\varepsilon_0PE_x$ per unit width.

If $P=0$, the right side is $C$, and your rule holds at any thickness. Raising $P$ at fixed $C$ raises $qt$, lowers $(qt)\cot(qt)$, and lengthens $\ell$ by the argument used for (2). For an isotropic insulator $\varepsilon_x=\varepsilon_y=Ct$, so $P=Ct^2$. That is how physical thickness appears once capacitance is fixed.

In the example, the half-film has a lateral counterpart $\varepsilon_sa=30$ nm. The insulator has $P=4\times0.8=3.2$ nm in the first row and $80\times16=1280$ nm in the last. The thick layer has become the main lateral path.

**Q:** Then high permittivity is bad for short channels, and I should avoid it.

**A:** That does not follow. You have been raising permittivity and thickness together. Hold $t$ fixed instead. In (1), $\cot kt$ is positive at the lowest root, so raising $\varepsilon_i$ makes the right side too large. The left side rises with $k$ and the right side falls with it, so balance is restored at larger $k$, which means a shorter $\ell$.

At $t=4$ nm, a finite-element solution of the transverse mode problem gives $\ell=6.11$, 3.61 and 2.87 nm for $\varepsilon_i=4$, 20 and 80. Here the capacitance rises with permittivity. The gain has a floor: $\ell$ stays above $2t/\pi=2.55$ nm however high the permittivity. The cost you found earlier came from spending all the extra permittivity on thickness.

**Q:** One escape remains. A long decay length does no harm if the drain hardly excites that mode.

**A:** That is a fair objection, and it needs the amplitude. Write the mode equation for $Y_n$ and for $Y_m$, multiply each by the other function, subtract and integrate:
$$(k_n^2-k_m^2)\int_0^{a+t}\varepsilon Y_nY_m\,dy=\Big[\varepsilon(Y_nY_m'-Y_mY_n')\Big]_0^{a+t}=0 .$$
The interface contributes nothing because $Y$ and $\varepsilon Y'$ are continuous there. Different modes are therefore orthogonal with weight $\varepsilon$. Let $g(y)$ be the potential on the drain plane per unit drain voltage. Since $Y_n(0)=1$, the midplane amplitude of mode $n$ is
$$b_n=\frac{\int\varepsilon gY_n\,dy}{\int\varepsilon Y_n^2\,dy}.$$
Halfway along the channel each mode carries the factor $\sinh(k_nL/2)/\sinh(k_nL)=1/[2\cosh(k_nL/2)]$, so the drain coupling is
$$\eta=\sum_n\frac{b_n}{2\cosh(k_nL/2)} . \tag{5}$$
This is the change of mid-channel potential per unit change of drain potential. It measures drain influence, but it is not a full threshold-voltage calculation.

**Q:** What is $g$ on the end face of the insulator?

**A:** That depends on the contacts and spacers, so take a family. Let $g=1$ across the film, then fall linearly to zero over a distance $s\le t$ into the insulator, and stay zero up to the gate. Where $g=0$ the end face is held at a fixed potential, as the whole source plane is, so for $s<t$ that part of the face acts as an extra screening electrode. With $u=y-a$, integration by parts gives
$$\int_0^s\left(1-\frac us\right)\sin k(t-u)\,du=-\frac{\cos kt}{k}+\frac{\sin kt-\sin k(t-s)}{k^2s}.$$
The film contributes $\varepsilon_s\sin(ka)/k$ to the overlap. Flux matching makes this equal to $\varepsilon_iB\cos(kt)/k$, which cancels the first term above after multiplication by $\varepsilon_iB$. What remains is
$$b=\frac{\varepsilon_iB\,[\sin kt-\sin k(t-s)]}{k^2s\,N},$$
$$N=\varepsilon_s\left(\frac a2+\frac{\sin2ka}{4k}\right)+\varepsilon_iB^2\left(\frac t2-\frac{\sin2kt}{4k}\right).$$

For very high permittivity at fixed $C$, the lowest mode has $kt\to\pi/2$, $B\to1$ and $N\to\varepsilon_it/2$. If the potential falls over the whole thickness, $s=t$, the numerator divided by $k^2s$ tends to $\varepsilon_i/(k^2t)=4\varepsilon_it/\pi^2$, so $b_1\to8/\pi^2\simeq0.81$. The slow mode is then strongly excited.

**Q:** And if the potential falls over a short distance?

**A:** Write $kt=\pi/2-\delta$, where $\delta\simeq\varepsilon_ska/\varepsilon_i$ from the derivation of (4). For small $ks$ and $\delta$,
$$\sin kt-\sin k(t-s)=\cos\delta-\cos(\delta+ks)\simeq ks\left(\delta+\frac{ks}{2}\right).$$
Dividing by $k^2s$, multiplying by $\varepsilon_i$ and dividing by $N\simeq\varepsilon_it/2$ gives
$$b_1\simeq\frac{1}{t}\left(s+\frac{2\varepsilon_sa}{\varepsilon_i}\right).$$
For $\varepsilon_i=80$ and $s=0.8$ nm this is $(0.8+0.75)/16=0.097$; the full expression gives 0.098. With $s=t$ it gives 0.852. So your objection has substance: the edge can reduce the amplitude nearly ninefold.

**Q:** Enough to rescue equal control?

**A:** Compare couplings at $L=30$ nm, summing (5) over all even modes with $k<3\ \mathrm{nm^{-1}}$:

| $\varepsilon_i$ | $\eta$, $s=t$ | $\eta$, $s=0.8$ nm |
|---:|---:|---:|
| 4 | 0.0063 | 0.0063 |
| 10 | 0.0082 | 0.0076 |
| 20 | 0.0176 | 0.0118 |
| 40 | 0.0655 | 0.0204 |
| 80 | 0.193 | 0.0242 |

The last row with $s=t$ can be followed by hand. The first mode gives $0.852/[2\cosh(15/10.43)]\simeq0.19$, nearly the whole sum. Between the first and last rows, coupling rises about 31 times for $s=t$ and 3.8 times for the short drop. Equal capacitance has not given equal control in either case.

In terms of gate length, holding $\eta=0.02$ with $s=t$ takes $L=23.3$ nm for $\varepsilon_i=4$, 29.1 nm for 20, and 78.3 nm for 80.

**Q:** With the short drop, could the thick layer ever be the better one?

**A:** In drain coupling, yes, for this edge condition and a short enough gate. At $L=12$ nm and $s=0.8$ nm, a two-dimensional finite-element solution of Laplace's equation gives $\eta=0.139$ for $\varepsilon_i=4$ and 0.101 for $\varepsilon_i=80$. For $\varepsilon_i=4$ the first mode, with $b_1=1.128$, gives $1.128/[2\cosh(6/2.89)]\simeq0.139$, essentially the whole value. For $\varepsilon_i=80$ the slow mode has so small an amplitude that it gives only $0.098/[2\cosh(6/10.43)]\simeq0.042$. Higher modes supply the rest of the 0.101, and the total still falls below the thin layer's value. Equating the two mode sums gives a crossover at $L=17.5$ nm. At large $L$ the lowest modes dominate, and the ratio of the thick layer's coupling to the thin layer's grows as $\exp[(k_1^{\rm thin}-k_1^{\rm thick})L/2]$. No fixed nonzero ratio of amplitudes can offset that indefinitely.

The reversal is not a stronger hold by the gate. Raise the gate plane alone by one unit, keeping both end planes at zero, and expand in $\sin p_nx$ with $p_n=n\pi/L$. The same matching conditions give the mid-channel response
$$\sum_{n\ \rm odd}\frac{4}{n\pi}\,\frac{\sin(n\pi/2)}{\cosh p_na\cosh p_nt+(\varepsilon_s/\varepsilon_i)\sinh p_na\sinh p_nt}.$$
At $L=12$ nm this is 0.72 for $\varepsilon_i=4$ and only 0.03 for $\varepsilon_i=80$. In the thick case the drain is screened mainly by the fixed-potential end faces of the insulator, 12 nm apart, while the gate is 16 nm from the film. The reversal belongs to that edge condition and need not survive another.

So $\ell$ belongs to the layer stack, while the coupling at a given $L$ also depends on the edges.

**Q:** Then I should restate my rule. Equal equivalent oxide thickness gives equal long-channel electrostatics. It gives nearly equal scale lengths while the insulators are thin enough for $kt\cot kt$ to stay near one. Beyond that I need the physical thickness, and at a given gate length the edges as well.

**A:** Yes, for this symmetric film below threshold, with ideal gates and local, static permittivities. Above threshold, mobile charge responds to the drain, and Laplace's equation for $\phi$ no longer applies. An interface layer of different permittivity adds another matching condition, so (1) must be derived again for that stack. Leakage and quantum confinement are outside the model, so the comparison here concerns electrostatics and does not choose a material.
